# Exponential and Power-Law Breakdown Lifetimes Matched at One Stress Voltage, part 1

(Sections cited here and not found follow in the second part.)

## First half: two laws through one stress point

### The result

A gate dielectric is stressed at a voltage $V_s$, and its characteristic time to breakdown is $t_s$. An exponential law and a power law are both made to pass through this point with the same slope:

$$
t_E(V)=t_s\exp[\gamma(V_s-V)],\qquad
t_P(V)=t_s\left(\frac{V_s}{V}\right)^n,\qquad
\gamma=\frac{n}{V_s}.
$$

At any other positive voltage they disagree. With $x=V/V_s$,

$$
\ln\frac{t_P}{t_E}=n\,(x-1-\ln x)\ge 0,
$$

with equality only at $x=1$. The power law predicts the longer life on both sides of the stress voltage. As $V\to0$ the ratio grows without bound, because $t_P$ diverges while $t_E$ approaches the finite value $t_s\exp(n)$.

This is a statement about two extrapolation laws. It does not say which of them a given dielectric obeys.

### Conventions

$V$ is the magnitude of the voltage across the dielectric stack. It is called the gate voltage here because band bending in the semiconductor and any built-in offset are neglected; in a real device they must be taken into account before the laws are applied. In atomic units the elementary charge is one, so $V$ is also the change in an electron's electrostatic energy across the whole stack. Numerical voltages are therefore given in eV. Times are in seconds; only their ratios enter the logarithms.

The characteristic time is the time by which 63.2% of nominally identical test structures have failed. Temperature and stack are held fixed, a single failure mode acts, and $\gamma$ and $n$ are constants over the whole range of extrapolation. The last assumption is the strongest one, since measurements at high voltage cannot establish it at low voltage.

The example uses round model parameters: $V_s=2$ eV, $t_s=10^4$ s, $n=40$, and an operating voltage of 1 eV.

### Entry 1. Fixing the constants

Each law is defined by a slope that does not change with voltage. For the exponential law it is the slope of $\ln t$ against $V$; for the power law it is the slope of $\ln t$ against $\ln V$:

$$
\frac{d\ln t_E}{dV}=-\gamma,\qquad
\frac{d\ln t_P}{d\ln V}=-n.
$$

Both signs are negative because a higher voltage shortens life. Integration gives one free constant for each law:

$$
t_E=A\exp(-\gamma V),\qquad
t_P=B\left(\frac{V}{V_1}\right)^{-n}.
$$

Here $V_1$ is a fixed unit of voltage. It is needed because a power with a general exponent can be taken only of a pure number.

To compare the slopes, both must refer to the same variable. Since $d\ln V=dV/V$, the power law obeys

$$
\frac{d\ln t_P}{dV}=\frac{1}{V}\frac{d\ln t_P}{d\ln V}=-\frac{n}{V}.
$$

Equality at $V_s$ requires $-\gamma=-n/V_s$, hence $\gamma=n/V_s$. It does not matter whether one matches $dt/dV$, $d\ln t/dV$ or $d\ln t/d\ln V$. At the common point these differ by the factors $t_s$ and $V_s$, which are the same for both laws.

Equality of the values fixes the prefactors. From $A\exp(-\gamma V_s)=t_s$,

$$
A=t_s\exp(\gamma V_s)=t_s\exp(n),
$$

and from $B(V_s/V_1)^{-n}=t_s$ one has $B=t_s(V_s/V_1)^n$. Substitution gives the two matched forms stated at the start, and $V_1$ cancels.

For the example, $\gamma=40/(2\ \text{eV})=20\ \text{eV}^{-1}$. A numerical derivative of the power law at 2 eV gives the same slope.

### Entry 2. The simplest extrapolation: half the stress voltage

Let the operating voltage be $V_s/2$. The logarithm of the gain in life over the stress point is, for the exponential law,

$$
\ln\frac{t_E}{t_s}=\gamma\left(V_s-\frac{V_s}{2}\right)=\frac n2=20,
$$

and for the power law

$$
\ln\frac{t_P}{t_s}=n\ln2=27.726.
$$

The difference is 7.726, and the lifetimes differ by the factor $\exp(7.726)\approx2270$. In seconds, the exponential law gives $4.85\times10^{12}$ and the power law $1.10\times10^{16}$.

The reason can be read from the slopes. The exponential law keeps the slope magnitude $20\ \text{eV}^{-1}$ all the way down. The power law has slope magnitude $n/V$, which rises from $40/2=20$ to $40/1=40\ \text{eV}^{-1}$ along the same path. Each further reduction in voltage therefore buys more life under the power law than under the exponential one.

These are characteristic times of a small test structure. They are not yet the life of a chip, for which a very small failed fraction is allowed over a much larger area.

### Entry 3. Any voltage

Subtract the logarithms of the matched laws:

$$
\ln\frac{t_P}{t_E}
=n\ln\frac{V_s}{V}-\gamma(V_s-V).
$$

With $V=xV_s$ and $\gamma V_s=n$, the first term is $-n\ln x$ and the second is $-n(1-x)$. Their sum, which will be called the gap, is

$$
G(x)=n(x-1-\ln x).
$$

At $x=1/2$ this gives $40(-0.5+0.6931)=7.73$, as in Entry 2.

The sign follows from the derivative,

$$
\frac{dG}{dx}=n\left(1-\frac1x\right).
$$

It is negative for $0<x<1$ and positive for $x>1$. Thus $G$ falls to its minimum at $x=1$ and rises afterwards. Since $G(1)=0$, it is positive everywhere else. The gap therefore grows steadily as the voltage moves away from the stress point in either direction.

Above the stress voltage the power law again gives the longer life. There its slope magnitude $n/V$ is smaller than $\gamma$, so its $\ln t$ falls more slowly, that is, it loses a smaller fraction of its life for each rise in voltage. The ordering of the two laws does not reverse at the matching point: the curves touch there without crossing.

The slope laws were also integrated numerically from 2 eV to 0.6, 1.0, 1.7 and 2.4 eV. The difference of the two logarithms agrees with $G$ within $10^{-4}$ at each end point.

### Entry 4. The gap is accumulated curvature

The value and the slope have been matched, so the disagreement must come from the second derivative. To show this, define $D(V)=\ln t_P-\ln t_E$. Matching means

$$
D(V_s)=0,\qquad D'(V_s)=0.
$$

The exponential law is straight in $\ln t$ against $V$ and contributes no curvature. Differentiating $-n/V$ gives the curvature of the power law:

$$
D''(V)=\frac{n}{V^2}.
$$

Integrate once from $W$ to $V_s$. Because $D'(V_s)=0$,

$$
D'(W)=-\int_W^{V_s}D''(V')\,dV'.
$$

Integrate again, now using $D(V_s)=0$:

$$
D(V)=-\int_V^{V_s}D'(W)\,dW
=\int_V^{V_s}dW\int_W^{V_s}D''(V')\,dV'.
$$

For a fixed $V'$ between $V$ and $V_s$, the variable $W$ runs from $V$ to $V'$. Exchanging the order of integration therefore supplies a factor $V'-V$:

$$
D(V)=\int_V^{V_s}(V'-V)\frac{n}{V'^2}\,dV'.
$$

The integral can be done term by term:

$$
D(V)=n\int_V^{V_s}\frac{dV'}{V'}-nV\int_V^{V_s}\frac{dV'}{V'^2}
=n\ln\frac{V_s}{V}-nV\left(\frac1V-\frac1{V_s}\right).
$$

The last term is $-n(1-x)$, and the earlier gap is recovered. For $V>V_s$ both $V'-V$ and the direction of integration change sign, so the result stays positive.

The argument up to the insertion of $n/V^2$ holds for any smooth law tangent to the exponential one at $V_s$. A law whose $\ln t$ curves upward between the two voltages predicts a longer life than the exponential law; one that curves downward predicts a shorter life. The weight $V'-V$ also shows that curvature near the stress point counts most per unit of curvature, since its effect on the slope acts over the longest remaining distance.

### Entry 5. Near the stress point and far from it

Below the stress voltage put $u=1-x$, the fractional reduction in voltage, with $0<u<1$. The logarithmic series is

$$
-\ln(1-u)=u+\frac{u^2}{2}+\frac{u^3}{3}+\cdots .
$$

Since $x-1=-u$, the linear term cancels:

$$
G=n\sum_{k=2}^{\infty}\frac{u^k}{k}.
$$

This cancellation is the matched slope. All terms that remain are positive, so keeping the first gives a lower bound. For an upper bound, replace each $1/k$ by $1/2$, which is at least as large for $k\ge2$, and sum the geometric series:

$$
\frac{nu^2}{2}<G<\frac n2\sum_{k=2}^{\infty}u^k
=\frac{nu^2}{2(1-u)}.
$$

At half the stress voltage the bounds are $40(0.25)/2=5$ and $5/0.5=10$, and the gap of 7.73 lies between them. The quadratic estimate alone would put the lifetime ratio too low by the factor $\exp(7.73-5)\approx15$. It is useful close to the stress point and poor at this distance.

In the opposite limit, $x\to0$, the term $nx$ vanishes and

$$
G\simeq n\left(\ln\frac1x-1\right).
$$

The logarithm comes from the power law, and the $-1$ from the exponential law, whose total gain is limited to $\exp(n)$. In the example its zero-voltage lifetime is $2.35\times10^{21}$ s.

The two laws imply different physical pictures at zero voltage. A finite lifetime means that breakdown can occur without a voltage; in the barrier model of Entry 6 it is then driven by heat. An infinite lifetime means that breakdown needs the voltage. Neither picture is established by writing down the corresponding formula, and a real mechanism can change before either limit is reached.

### Entry 6. An exponential law in a two-layer stack

An exponential law follows from a barrier that falls linearly with the local field. Consider an interlayer of thickness $d_1$ and relative permittivity $\varepsilon_1$ under a high-k layer with $d_2$ and $\varepsilon_2$. Assume linear dielectrics, no trapped or interface charge, and no built-in offset. The normal displacement is then continuous, and the two drops add to $V$:

$$
\varepsilon_1F_1=\varepsilon_2F_2,\qquad
F_1d_1+F_2d_2=V.
$$

Insert $F_2=F_1\varepsilon_1/\varepsilon_2$ into the second equation:

$$
F_1=\frac{V}{d_{\rm eff}},\qquad
d_{\rm eff}=d_1+d_2\frac{\varepsilon_1}{\varepsilon_2}.
$$

Suppose that breakdown of the interlayer controls the stack, with zero-field barrier $H$, effective dipole $p$ and time prefactor $\tau_0$:

$$
t=\tau_0\exp\left(\frac{H-pF_1}{k_BT}\right).
$$

Then $\ln t$ is linear in $V$, and its slope gives

$$
\gamma=\frac{p}{k_BT\,d_{\rm eff}}.
$$

For $d_1=8$ angstrom, $\varepsilon_1=4$, $d_2=20$ angstrom and $\varepsilon_2=20$, the effective thickness is $8+20(4/20)=12$ angstrom. At 2 eV the interlayer field, as a force on a unit charge, is $2/12=0.1667$ eV/angstrom. The field in the high-k layer is five times smaller. The interlayer value corresponds to 16.7 MV/cm, which is above the roughly 10 MV/cm at which thick silicon dioxide breaks down and very high even for a thin oxide under stress; the value at 1 eV, 8.3 MV/cm, is not far below that field. It follows from the round model parameters and from assigning the whole gate voltage to the stack; in a real device part of that voltage drops in the semiconductor, and the field must be found from the voltage that remains.

At 400 K, $k_BT=0.03447$ eV. The matched slope thus requires $p=20(0.03447)(12)=8.27$ angstrom for unit charge. Going from 2 to 1 eV lowers the interlayer field by 0.08333 eV/angstrom and raises the barrier by $8.27(0.08333)=0.689$ eV. Division by $k_BT$ returns the logarithmic gain of 20.

This $p$ is an effective coefficient fixed by the chosen slope, and it should not be read as a measured displacement of one charge. If $d_2\to0$, or if $\varepsilon_2\to\infty$, then $d_{\rm eff}\to d_1$ and the interlayer carries the whole voltage, as it must.

## Second half: chip life, allowed voltage and the evidence in stress data

### Symbols and results carried over

$V$ is the gate voltage as an energy, $V_s$ the stress voltage, $x=V/V_s$ and $u=1-x$. The exponential life $t_E$ and the power-law life $t_P$ share the characteristic time $t_s$ and the slope at $V_s$, so $\gamma=n/V_s$. Their logarithmic gap is

$$
G=\ln\frac{t_P}{t_E}=n(x-1-\ln x),
$$

which is close to $nu^2/2$ near the stress point. The example has $V_s=2$ eV, $t_s=10^4$ s and $n=40$. At 1 eV the characteristic lives are $4.85\times10^{12}$ s and $1.10\times10^{16}$ s.

Matched in value and slope at the stress voltage, the two laws disagree at every other positive voltage, and the power law always gives the longer life, by a factor of about 2270 at 1 eV in the example. It remains to find what this means for the life and allowed voltage of a chip, and whether stress data can tell the laws apart.

Numbers in the example were calculated in double precision.
